\section*{Fermi-level shift at q = 0 in metals with ultrasoft pseudopotentials}

\section{Result}

Let the atoms of a metal be displaced in the same way in every cell, by an amount set by a parameter $\lambda$, at fixed cell shape and fixed electron number. Write $d$ for $d/d\lambda$ at $\lambda=0$. In Kohn--Sham theory with ultrasoft pseudopotentials and smeared occupations the Fermi level moves by
\begin{multline}
dE_F=\frac{1}{\mathcal D}\Big\{\int n_F\,dV\,d^3r\\
+\sum_n w_n\langle\psi_n|\,dV^0_{NL}+\int V\,dK\,d^3r-\varepsilon_n\,dS\,|\psi_n\rangle\Big\},
\label{res}
\end{multline}
where $w_n=\partial f_n/\partial E_F$, $\mathcal D=\sum_n w_n$ is the smeared density of states at $E_F$, $n_F(\mathbf r)=\sum_n w_n\langle\psi_n|K(\mathbf r)|\psi_n\rangle$ is the local density of states with its augmentation part, and $dV$ is the self-consistent change of the local potential. The density change is
\begin{equation}
dn=dn|_{E_F}+dE_F\,n_F,\qquad dE_F=-\frac{1}{\mathcal D}\int dn|_{E_F}\,d^3r ,
\label{res2}
\end{equation}
where $dn|_{E_F}$ is the response to the same $dV$ with the Fermi level held fixed. A shift of first order in the displacement requires the pattern to have wave vector $q=0$, but $q=0$ is not sufficient: only the totally symmetric part of the displacement contributes.

\section{Definitions}

Hartree atomic units are used and the system is spin-unpolarised. Integrals run over one cell. The sum $\sum_n$ runs over bands, spin and $k$-points with weights adding to one. A lattice-periodic perturbation does not mix $k$-points, so in $\sum_{mn}$ both states have the same $k$ and spin. With projectors $\beta_i$ and real symmetric augmentation functions $Q_{ij}$ on each atom,
\begin{align}
K(\mathbf r)&=|\mathbf r\rangle\langle\mathbf r|+\sum_{ij}Q_{ij}(\mathbf r)|\beta_i\rangle\langle\beta_j|,\\
S&=\int K\,d^3r=1+\sum_{ij}q_{ij}|\beta_i\rangle\langle\beta_j|,\qquad q_{ij}=\int Q_{ij}\,d^3r,\\
H&=T+V^0_{NL}+\int V K\,d^3r,\qquad V^0_{NL}=\sum_{ij}D^0_{ij}|\beta_i\rangle\langle\beta_j|,
\end{align}
and $V=V_{loc}+V_H[n]+V_{xc}[n]$. The states obey $H\psi_n=\varepsilon_nS\psi_n$ with $S_{mn}=\delta_{mn}$, where $A_{mn}=\langle\psi_m|A|\psi_n\rangle$. The density is $n(\mathbf r)=\sum_nf_nK_{nn}(\mathbf r)$, with $f_n=\tilde\theta((E_F-\varepsilon_n)/\sigma)$ a smooth step of width $\sigma$. As a function of energy, $f'(\varepsilon_n)=-w_n$.

Two conventions matter. The basis does not depend on $\lambda$, as holds for plane waves in a fixed cell; the algebra below is then valid in a finite basis as well. The cell average of $V_{loc}+V_H$ is kept at zero for every $\lambda$. An infinite crystal has no vacuum level, so its energy zero has to be chosen, and $dE_F$ is measured against this choice.

Integrating $K$ and its derivative gives
\begin{equation}
\int K_{mn}\,d^3r=\delta_{mn},\qquad \int dK\,d^3r=dS,
\label{int}
\end{equation}
so that the electron number per cell is $N=\int n\,d^3r=\sum_nf_n$.

\section{Eigenvalue shifts}

Differentiating $(H-\varepsilon_nS)\psi_n=0$ gives
\begin{equation}
(H-\varepsilon_nS)\,d\psi_n=-(dH-\varepsilon_n\,dS-d\varepsilon_n\,S)\psi_n .
\end{equation}
Expand $d\psi_n=\sum_mc_{mn}\psi_m$ and project on $\psi_m$. Since $\langle\psi_m|(H-\varepsilon_nS)=(\varepsilon_m-\varepsilon_n)\langle\psi_m|S$,
\begin{equation}
(\varepsilon_m-\varepsilon_n)c_{mn}=-(dH-\varepsilon_n\,dS)_{mn}+d\varepsilon_n\,\delta_{mn}.
\label{proj}
\end{equation}
For $m=n$ the left side vanishes and
\begin{equation}
d\varepsilon_n=(dH-\varepsilon_n\,dS)_{nn}.
\label{deps}
\end{equation}
Within a degenerate multiplet Eq.~\eqref{proj} demands the basis that diagonalises $dH-\varepsilon\,dS$. All members share one $w_n$, so $\sum_nw_n\,d\varepsilon_n$ contains the trace of this operator over the multiplet, which is the same in any orthonormal basis.

The product rule applied to $H$ gives
\begin{equation}
dH=B+\int dV\,K\,d^3r,\qquad B=dV^0_{NL}+\int V\,dK\,d^3r .
\label{dH}
\end{equation}
The $Q_{ij}$ move rigidly with their atom, so $dq_{ij}=0$ and $dS=\sum q_{ij}\,d(|\beta_i\rangle\langle\beta_j|)$. With $D_{ij}=D^0_{ij}+\int VQ_{ij}\,d^3r$, the part of Eq.~\eqref{deps} that does not contain $dV$ reads
\begin{multline}
B-\varepsilon_n\,dS=\sum_{ij}(D_{ij}-\varepsilon_nq_{ij})\,d(|\beta_i\rangle\langle\beta_j|)\\
+\sum_{ij}\Big(\int V\,dQ_{ij}\,d^3r\Big)|\beta_i\rangle\langle\beta_j| .
\end{multline}

\section{Charge conservation}

The change of an occupation is $df_n=w_n(dE_F-d\varepsilon_n)$. Setting $dN=\sum_ndf_n=0$ gives, for $\mathcal D\neq0$,
\begin{equation}
dE_F=\frac{1}{\mathcal D}\sum_nw_n\,d\varepsilon_n .
\label{avg}
\end{equation}
The Fermi level follows the average shift of the levels in the smearing window. Insert Eqs.~\eqref{deps} and \eqref{dH}. The term with $dV$ is
\begin{equation}
\sum_nw_n\int dV\,K_{nn}\,d^3r=\int n_F\,dV\,d^3r,
\end{equation}
\begin{equation}
n_F=\sum_nw_n\Big[|\psi_n|^2+\sum_{ij}Q_{ij}\langle\psi_n|\beta_i\rangle\langle\beta_j|\psi_n\rangle\Big],
\end{equation}
and the remaining terms are $\sum_nw_n(B-\varepsilon_n\,dS)_{nn}$. This is Eq.~\eqref{res}. The function $n_F$ is $\partial n/\partial E_F$ at fixed $H$, $S$ and $K$, and by Eq.~\eqref{int} $\int n_F\,d^3r=\mathcal D$. The smooth part alone integrates to $\mathcal D-\sum_nw_n\sum_{ij}q_{ij}\langle\psi_n|\beta_i\rangle\langle\beta_j|\psi_n\rangle$.

\section{The density response}

Equation \eqref{res} needs $dV$, which needs $dn$. Let $\rho=\sum_nf_n|\psi_n\rangle\langle\psi_n|$, so that $n=\mathrm{Tr}\,\rho K$, and write $d\rho=\sum_{mn}d\rho_{mn}|\psi_m\rangle\langle\psi_n|$. Differentiating the ket, the bra and the occupation,
\begin{equation}
d\rho_{mn}=f_nc_{mn}+f_mc_{nm}^*+\delta_{mn}\,df_n .
\end{equation}
For $\varepsilon_m\neq\varepsilon_n$, Eq.~\eqref{proj} gives $c_{mn}=(dH-\varepsilon_n\,dS)_{mn}/(\varepsilon_n-\varepsilon_m)$. Since $dH$ and $dS$ are Hermitian, $c_{nm}^*=-(dH-\varepsilon_m\,dS)_{mn}/(\varepsilon_n-\varepsilon_m)$. Collecting the coefficients of $dH_{mn}$ and $dS_{mn}$,
\begin{equation}
d\rho_{mn}=F_{mn}\,dH_{mn}-\Phi_{mn}\,dS_{mn},
\end{equation}
\begin{equation}
F_{mn}=\frac{f_n-f_m}{\varepsilon_n-\varepsilon_m},\qquad
\Phi_{mn}=\frac{\varepsilon_nf_n-\varepsilon_mf_m}{\varepsilon_n-\varepsilon_m}.
\end{equation}
For equal energies $f_m=f_n$, and the sum $c_{mn}+c_{nm}^*$ is what enters. Differentiating $S_{mn}=\delta_{mn}$ fixes it as $c_{mn}+c_{nm}^*=-dS_{mn}$. The diagonal element is therefore
\begin{align}
d\rho_{nn}&=-f_n\,dS_{nn}+w_n\,dE_F-w_n(dH-\varepsilon_n\,dS)_{nn}\nonumber\\
&=-w_n\,dH_{nn}-(f_n-\varepsilon_nw_n)\,dS_{nn}+w_n\,dE_F .
\end{align}
The coefficients $-w_n=f'$ and $f_n-\varepsilon_nw_n=(\varepsilon f)'$ are the limits of $F$ and $\Phi$ at equal energies. With $F$ and $\Phi$ so continued,
\begin{equation}
d\rho_{mn}=F_{mn}\,dH_{mn}-\Phi_{mn}\,dS_{mn}+\delta_{mn}w_n\,dE_F
\label{drho}
\end{equation}
holds for every pair. For two different states of one multiplet it gives $-w(dH-\varepsilon\,dS)_{mn}-f\,dS_{mn}$, which is the required $-f\,dS_{mn}$ in the diagonalising basis. Since $F$, $\Phi$ and $w$ are constant over the multiplet, the expression transforms as a matrix under rotations within it and holds in any basis.

The operator $K$ also moves, so $dn=\sum_{mn}d\rho_{mn}K_{nm}+\sum_nf_n\,dK_{nn}$. Separating the parts of $dH$ with Eq.~\eqref{dH},
\begin{align}
dn&=s+\chi\,dV+dE_F\,n_F,\label{dn}\\
s&=\sum_{mn}(F_{mn}B_{mn}-\Phi_{mn}\,dS_{mn})K_{nm}+\sum_nf_n\,dK_{nn},\\
\chi(\mathbf r,\mathbf r')&=\sum_{mn}F_{mn}K_{nm}(\mathbf r)K_{mn}(\mathbf r'),
\end{align}
where $\chi\,dV$ means $\int\chi(\mathbf r,\mathbf r')\,dV(\mathbf r')\,d^3r'$. Exchanging $m$ and $n$ shows that $\chi$ is symmetric. The first part of Eq.~\eqref{res2} follows with $dn|_{E_F}=s+\chi\,dV$.

Now integrate. Equation \eqref{int} keeps the terms $m=n$ and turns $dK_{nn}$ into $dS_{nn}$:
\begin{align}
\int s\,d^3r&=\sum_n\big[-w_nB_{nn}-(f_n-\varepsilon_nw_n)\,dS_{nn}+f_n\,dS_{nn}\big]\nonumber\\
&=-\sum_nw_n(B-\varepsilon_n\,dS)_{nn},\label{ints}\\
\int\chi(\mathbf r,\mathbf r')\,d^3r'&=\sum_nF_{nn}K_{nn}(\mathbf r)=-n_F(\mathbf r).\label{intchi}
\end{align}
In Eq.~\eqref{ints} the charge $-\sum f_n\,dS_{nn}$, which comes from keeping the occupied states normalised, cancels the charge $+\sum f_n\int dK_{nn}$ carried by the moving projectors. These two sums run over all occupied states, and what survives is confined to the smearing window. By the symmetry of $\chi$, Eq.~\eqref{intchi} gives $\int\chi\,dV\,d^3r=-\int n_F\,dV\,d^3r$. Adding,
\begin{equation}
\int dn|_{E_F}\,d^3r=-\sum_nw_n\,d\varepsilon_n=-\mathcal D\,dE_F,
\end{equation}
which is the second part of Eq.~\eqref{res2}.

\section{Self-consistency}

Let $W=\delta(V_H+V_{xc})/\delta n$, with the $\mathbf G=0$ Hartree component omitted and the exchange-correlation kernel kept in full. Then $dV=dV_{loc}+W\,dn$, and $dn$ contains $dE_F\,n_F$, so Eq.~\eqref{res} is implicit. This assumes $V_{xc}$ depends on $n$ alone. With a nonlinear core correction, $V_{xc}[n+n_c]$, the moving core adds $(\delta V_{xc}/\delta n)\,dn_c$ to $dV$; Eq.~\eqref{res} keeps its form, but this term must accompany $dV_{loc}$ in the equations for $dn$ below. There are two ways to close it.

The first substitutes Eq.~\eqref{res} into Eq.~\eqref{dn}. Using Eq.~\eqref{ints} for the second line of Eq.~\eqref{res},
\begin{equation}
dn=s-\frac{n_F}{\mathcal D}\int s\,d^3r+\chi_N\,dV,\qquad
\chi_N=\chi+\frac{n_F(\mathbf r)n_F(\mathbf r')}{\mathcal D}.
\label{chiN}
\end{equation}
By Eq.~\eqref{intchi}, $\int\chi_N\,d^3r'=-n_F+n_F=0$. A constant $c$ added to $dV$ leaves $dn$ unchanged and, since $\int n_F=\mathcal D$, moves $dE_F$ by $c$. The convention for the average potential thus affects $dE_F$ and not the density.

The second solves Eq.~\eqref{dn} as a linear equation, $(1-\chi W)\,dn=s+\chi\,dV_{loc}+dE_F\,n_F$. If $1-\chi W$ is invertible,
\begin{equation}
dn=dn^{(0)}+dE_F\,\tilde n_F,
\end{equation}
\begin{equation}
dn^{(0)}=(1-\chi W)^{-1}(s+\chi\,dV_{loc}),\qquad \tilde n_F=(1-\chi W)^{-1}n_F,
\end{equation}
and $\int dn=0$ gives the explicit form
\begin{equation}
dE_F=-\frac{1}{\tilde{\mathcal D}}\int dn^{(0)}\,d^3r,\qquad\tilde{\mathcal D}=\int\tilde n_F\,d^3r .
\label{closed}
\end{equation}
With the atoms fixed, $s$ and $dV_{loc}$ vanish and $dn=dE_F\,\tilde n_F$. Hence $\tilde{\mathcal D}=dN/dE_F$ for a self-consistent change of $N$ against a uniform compensating background. The function $dn^{(0)}$ is self-consistent at fixed $E_F$ and differs from $dn|_{E_F}$ by $dE_F(n_F-\tilde n_F)$. It must be divided by $\tilde{\mathcal D}$, and $dn|_{E_F}$ by $\mathcal D$.

\section{The energy zero and the $dS$ term}

Add a $\lambda$-independent constant $c$ to $V$. Since $\int K=S$, $H\to H+cS$. The states are unchanged, $\varepsilon_n\to\varepsilon_n+c$ and $E_F\to E_F+c$, so $w_n$, $n$ and $dV$ are unchanged, and $dE_F$ must be unchanged too. By Eq.~\eqref{int}, $B\to B+c\,dS$, and
\begin{equation}
B+c\,dS-(\varepsilon_n+c)\,dS=B-\varepsilon_n\,dS .
\end{equation}
If the last term of Eq.~\eqref{res} is dropped while $dV$ is kept at its correct value, the result moves by $c\langle dS\rangle_F$, where $\langle dS\rangle_F=\sum_nw_n\,dS_{nn}/\mathcal D$. The terms $\int V\,dK$ and $-\varepsilon_n\,dS$ each depend on the energy zero, and their sum does not.

\section{Symmetry, finite $q$ and the limit $q\to0$}

A space-group operation maps a displaced crystal into an equivalent one with the same $E_F$, because it preserves cell averages. With a finite $k$-mesh this requires the mesh, up to time reversal, and the basis to be invariant under the operation; on a mesh of lower symmetry only the operations that preserve it can be used below. The shift is then a linear function of the displacement $u$ with $dE_F(gu)=dE_F(u)$. Averaging over the group, $dE_F(u)=dE_F(\bar u)$, with $\bar u$ the totally symmetric part of $u$. For an atom on an inversion centre $\bar u=0$. A rigid translation also leaves $E_F$ unchanged, so the shifts for moving each atom in a given direction add to zero.

For a pattern $u\cos(\mathbf q\cdot\mathbf R+\phi)$, linearity gives $dE_F=\mathrm{Re}(\alpha e^{i\phi})$ with some constant $\alpha$. A lattice translation $\mathbf T$ changes $\phi$ by $\mathbf q\cdot\mathbf T$ and leaves $E_F$ alone. Invariance for every $\phi$ requires $\alpha(e^{i\mathbf q\cdot\mathbf T}-1)=0$, so $\alpha=0$ unless $\mathbf q$ is a reciprocal lattice vector.

At small $q$ a long-wave potential keeps the metal neutral instead. Take a perturbation $e^{i\mathbf q\cdot\mathbf r}$ times a periodic function and work with periodic parts. Let $v_q$ be the cell average of the periodic part of $dV_{loc}+dV_H$, the component that the convention removes at $q=0$. Assume that $s_q$ and $\chi_q$ have expansions in $q$ that start with $s$ and $\chi$. For the intraband term this is $(f_{\mathbf k}-f_{\mathbf k+\mathbf q})/(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q})\to-w$, which for $\sigma>0$ holds state by state on any $k$-mesh. In a supercell $\mathbf q$ joins points of the mesh, so there small $q$ needs a fine mesh. With no Fermi shift and $\chi\cdot1=-n_F$, Eq.~\eqref{dn} becomes
\begin{equation}
(1-\chi W)\,dn_q=s+\chi\,dV_{loc}-v_qn_F+O(q),
\end{equation}
so that $dn_q=dn^{(0)}-v_q\tilde n_F+O(q)$. For a cell of volume $\Omega$, Poisson's equation reads $v_q\,q^2\Omega/4\pi=\int dn_q\,d^3r-dZ_q$. A displaced ion of charge $Z$ contributes $dZ_q=-iZ\,\mathbf q\cdot\mathbf u$ at leading order, which is $O(q)$. Combining the two,
\begin{equation}
v_q\Big(\tilde{\mathcal D}+\frac{q^2\Omega}{4\pi}\Big)=\int dn^{(0)}\,d^3r+O(q),
\label{vq}
\end{equation}
and for $\tilde{\mathcal D}\neq0$ Eq.~\eqref{closed} gives $v_q\to-dE_F$. In this limit the quantity $E_F$ minus the local average potential changes by $dE_F$ in both descriptions. The condition $q^2\Omega/4\pi\ll|\tilde{\mathcal D}|$ is necessary for the limit but not sufficient. The $O(q)$ term on the right of Eq.~\eqref{vq}, which contains $dZ_q$, must also be small against $|\int dn^{(0)}\,d^3r|=|\tilde{\mathcal D}\,dE_F|$, and this asks for $q$ small in proportion to $\tilde{\mathcal D}$ itself. When $E_F$ lies in a gap and $\tilde{\mathcal D}$ is very small, the limit therefore sets in only far below the scale $q^2\Omega/4\pi\sim|\tilde{\mathcal D}|$. A real potential has $v_{-q}=v_q^*$, so the part in phase with the displacement, $\mathrm{Re}\,v_q$, is even in $q$ and approaches the limit with an $O(q^2)$ error.

\section{Limits and failures}

For $Q_{ij}=0$ one has $dK=dS=0$ and $n_F=\sum w_n|\psi_n|^2$, the norm-conserving result. For $\sigma\to0$ on a converged mesh, $w_n\to\delta(E_F-\varepsilon_n)$ and the last term of Eq.~\eqref{res} becomes $-E_F\langle dS\rangle_F$.

If $w_n\ge0$, as for Fermi--Dirac smearing, Eq.~\eqref{avg} is a weighted mean and $|dE_F|\le\max|d\varepsilon_n|$. When $E_F$ lies in a gap, many $\sigma$ away from every level, the $w_n$ are exponentially small, $dE_F$ stays bounded, and $dE_F\,n_F$ vanishes with them. Methfessel--Paxton weights change sign. The derivation used no positivity and still holds, but the bound is lost. Where $\mathcal D=0$, Eqs.~\eqref{res}, \eqref{avg} and \eqref{chiN} cannot be used. Charge conservation then reads $\sum_nw_n\,d\varepsilon_n=0$, and the shift is still given by Eq.~\eqref{closed} whenever that equation applies. Equation \eqref{closed} cannot be evaluated if $1-\chi W$ is singular or $\tilde{\mathcal D}=0$. In the first case the shift itself can stay finite, and Eqs.~\eqref{chiN} and \eqref{res} give it if $\mathcal D\neq0$ and $1-\chi_NW$ is invertible. In the second case Eq.~\eqref{chiN} fails as well. Integrating $\tilde n_F=n_F+\chi W\tilde n_F$ gives $\tilde{\mathcal D}=\mathcal D-\int n_FW\tilde n_F\,d^3r$. For $\mathcal D\neq0$, $(1-\chi_NW)\tilde n_F=n_F-n_F\int n_FW\tilde n_F\,d^3r/\mathcal D=(\tilde{\mathcal D}/\mathcal D)\,n_F$, so $1-\chi_NW$ is singular when $\tilde{\mathcal D}=0$. Strain and atom-centred bases make the basis depend on $\lambda$ and are not covered.

\section{A model metal}

The model is a one-dimensional crystal with round parameters and represents no material. The cell has $a=6$ bohr, atom A at $0$, atom B at $2.4$ bohr and $N=3$ electrons; $n$ is a line density. The Hartree kernel is $4\pi/(\mathcal AG^2)$ with $\mathcal A=30$ bohr$^2$, and each ion is a Gaussian charge giving $V_{loc}(G)=-Z\,[4\pi/(\mathcal AG^2a)]\,e^{-G^2r_c^2/2-iG\tau}$ with $r_c=0.8$ bohr. The local term $-0.3\,n+0.1\,n^2$ Ha stands in for $V_{xc}$. Each atom has $\beta_1=(\pi r^2)^{-1/4}e^{-x^2/2r^2}$ and $\beta_2=\sqrt2\,(x/r)\beta_1$. With $g$ a unit-area Gaussian of standard deviation $\ell$, $Q_{11}=q_1g$, $Q_{22}=q_2(x/\ell)^2g$ and $Q_{12}=c_{12}(x/\ell)g$, and $D^0$ is diagonal. Atom A has $Z=2$, $r=1.0$, $\ell=0.6$ bohr, $D^0=(-0.5,-0.2)$ Ha, $q=(0.6,0.3)$, $c_{12}=0.2$. Atom B has $Z=1$, $r=1.2$, $\ell=0.7$ bohr, $D^0=(-0.3,-0.1)$ Ha, $q=(0.4,0.2)$, $c_{12}=0.1$.

The generalised eigenproblem is diagonalised with the 12 plane waves $|k+G|<12\pi/a$ at the 32 points $k=(j+\tfrac12)\,2\pi/32a$, on a grid of 48 points, with Fermi--Dirac $\sigma=0.02$ Ha. Self-consistency is reached by Anderson mixing. The response follows from Eq.~\eqref{chiN} as a $48\times48$ linear system with sums over all 12 bands, and $\lambda$ is the position of B. Digits are those of this basis and mesh, kept to compare routes.

The Fermi level is $-0.1391$ Ha, inside the second band, whose values on this mesh run from $-0.240$ to $0.064$ Ha. The density of states is $\mathcal D=4.0238+1.9041=5.9279$ Ha$^{-1}$, smooth plus augmented, the latter being 32\%. The terms of Eq.~\eqref{res}, each divided by $\mathcal D$, in Ha/bohr, are
\begin{align*}
\text{smooth }n_F\,dV&:\ -0.010636, & \text{augmented }n_F\,dV&:\ +0.000788,\\
dV^0_{NL}&:\ -0.037023, & \textstyle\int V\,dK&:\ +0.002333,\\
-\varepsilon\,dS&:\ +0.006413 .
\end{align*}
The sum is $dE_F=-0.038125$ Ha/bohr, or $-1.960$ eV/\AA. A four-point central difference of self-consistent Fermi levels, with step $0.002$ bohr, gives $-0.038125$ Ha/bohr. Diagonalising with B moved and $V\to V+\lambda\,dV$ at fixed $E_F$, the same difference formula gives $\int dn|_{E_F}=0.22600$ bohr$^{-1}$, and $-0.22600/5.9279=-0.038125$. The two cancelling charges in Eq.~\eqref{ints} have size $\sum f_n\,dS_{nn}=-0.0511$ bohr$^{-1}$. The largest $|dE_F\,n_F|$ on the grid is $0.055$ bohr$^{-2}$, about a quarter of the largest $|dn|$, $0.232$ bohr$^{-2}$.

\emph{Screening.} The fixed-$E_F$ problem gives $\int dn^{(0)}=0.28264$ bohr$^{-1}$ and $\tilde{\mathcal D}=7.4135$ Ha$^{-1}$; differences of self-consistent $E_F$ in $N$ give the same $dN/dE_F$. Then $-0.28264/7.4135=-0.038125$, whereas division by $\mathcal D$ gives $-0.04768$, 25\% larger in size than the correct value. That $\tilde{\mathcal D}>\mathcal D$ can be estimated by taking $n$ and $n_F$ uniform. The Hartree part drops out, $W=-0.3+0.2\times(3/6)=-0.2$ Ha bohr, and $\tilde n_F=n_F+\chi W\tilde n_F=n_F-n_FW\tilde n_F$ by Eq.~\eqref{intchi}. With $n_F=5.928/6=0.988$ this gives $\tilde{\mathcal D}\approx5.928/(1-0.198)=7.39$ Ha$^{-1}$. The attractive local kernel lowers the potential as electrons are added. The estimate gives the sign and rough size only. In the model $n$ and $n_F$ are not uniform, and the close agreement with $7.41$ is partly a cancellation: non-uniformity raises the effect of the local kernel, while the Hartree kernel acting on the non-uniform part lowers $\tilde{\mathcal D}$.

\emph{Augmentation.} Dropping the augmented $n_F$ term at the same $dV$ and $\mathcal D$ gives $-0.03891$, an error of 2\% of $dE_F$, far less than the 32\% share. The mean of $dV$ under the augmented part is $0.000788\times5.928/1.904=0.0025$ Ha/bohr, and under the smooth part $-0.010636\times5.928/4.024=-0.0157$ Ha/bohr. The smallness depends on the convention: a constant $c$ in $dV$ would add $0.32\,c$ to the dropped term.

\emph{Overlap.} Here $\langle dS\rangle_F=0.04295$ bohr$^{-1}$, so $-E_F\langle dS\rangle_F=0.00598$. The remaining $0.00044$ of the $-\varepsilon\,dS$ term is $-\sum w_n(\varepsilon_n-E_F)\,dS_{nn}/\mathcal D$, a finite-$\sigma$ contribution. Without the term, at the same $dV$ and $\mathcal D$, the shift is $-0.04454$, 17\% larger in size than the correct value. With $c=0.5$ Ha added to $V$ it becomes $-0.04454+0.5\times0.04295=-0.02306$, 40\% smaller, while the full formula still gives $-0.038125$.

\emph{Symmetry and smearing.} Moving A gives $+0.038125$, and the sum over both atoms is of order $10^{-14}$. With B at $a/2$ both atoms are inversion centres and the shift is of order $10^{-17}$. First-order Methfessel--Paxton weights, $\sigma w=(\tfrac32-y^2)e^{-y^2}/\sqrt\pi$ with $y=(E_F-\varepsilon)/\sigma$ and $\sigma=0.05$ Ha, give $\mathcal D=5.693$ Ha$^{-1}$ and $dE_F=-0.036511$ from both the formula and the finite difference. The shift depends on the smearing, here by 4\% of the Fermi--Dirac value. On a mesh of 256 points both schemes tend to $-0.03684$ Ha/bohr as $\sigma$ is reduced, so the Fermi--Dirac value at $\sigma=0.02$ Ha is 3.5\% larger in size than this limit and the Methfessel--Paxton value 0.9\% smaller.

\emph{Long waves.} In self-consistent supercells of 8 and 16 cells on the same mesh, each B atom at $X$ is moved by $u\cos qX$, with $q=0.1309$ and $0.0654$ bohr$^{-1}$ and $u=0.005$ bohr. For 8 cells $E_F$ changes by $2.89\times10^{-7}$ Ha at $u$ and $1.157\times10^{-6}$ Ha at $2u$, a ratio of $4.00$, so the change is quadratic. The $\cos qx$ amplitude of $V_{loc}+V_H$ divided by $u$ is $0.036553$ and $0.037722$ Ha/bohr. These fall short of $-dE_F$ by $0.00157$ and $0.00040$, in the ratio $3.9$, near the $4$ of a $q^2$ law. Removing the $q^2$ term, $(4\times0.037722-0.036553)/3=0.03811$, within $0.04\%$ of $-dE_F$. For 8 cells the shortfall is 4.1\% of $-dE_F$. The bracket in Eq.~\eqref{vq}, with $\Omega=a\mathcal A=180$ bohr$^3$, accounts for $0.1309^2\times180/(4\pi\times7.41)=3.3\%$, to first order in this ratio. The rest comes from the terms of order $q^2$ and higher that Eq.~\eqref{vq} does not write out. The out-of-phase ($\sin qx$) amplitude divided by $u$ has size $0.0075$ and $0.0039$ Ha/bohr at these two $q$, 20\% and 10\% of $|dE_F|$; it is the $O(q)$ term and vanishes only linearly. With $N=2$ and $\sigma=0.01$ Ha the Fermi level lies in a gap, $\tilde{\mathcal D}=0.0115$ Ha$^{-1}$ and $|dE_F|=0.0030$ Ha/bohr; there $|\mathrm{Im}\,v_q|$ is still $0.043$ Ha/bohr at $q^2\Omega/4\pi=10^{-4}\tilde{\mathcal D}$, and $\mathrm{Re}\,v_q$ is only 8\% of its limit at $q^2\Omega/4\pi=0.1\,\tilde{\mathcal D}$.

Numerical values quoted here were computed with a short program.
